# Why tension gaps (001) grey tin and compression leaves Dirac points: a program that tests the result

```python
"""
Grey tin on (001): in-plane tension opens a true (indirect) gap in the inverted
Gamma8 quartet; in-plane compression leaves Dirac points on the growth axis,
protected by the fourfold screw operation of the diamond lattice.

Symbols: g1,g2,g3 Luttinger parameters (electron energies, all negative here),
b uniaxial deformation potential, eps = (exx,eyy,ezz), K = hbar^2/m0,
delta = -b(exx-ezz) half of the Gamma splitting (positive in tension).
Four-band result under test: E = -K g1 k^2/2 +- sqrt(Q^2+|R|^2+|S|^2).
Energies in meV and wavevectors in 1/nm, except the lattice model (eV).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar

K = const.hbar**2 / const.m_e / const.e * 1e18 * 1e3      # meV nm^2
g1, g2, g3 = -15.0, -11.0, -9.0
b = -2300.0                                             # meV
stiffness_ratio = 0.42                                  # C12/C11
strain = 0.0015
rng = np.random.default_rng(4)


def biaxial(e):
    return np.array([e, e, -2 * stiffness_ratio * e])


# ---------- four-band Hamiltonian from angular-momentum matrices ----------
m = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m[1:] * (m[1:] + 1)), 1).astype(complex)
J = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m).astype(complex)]
J2 = [j @ j for j in J]
I4 = np.eye(4)


def luttinger(k, eps):
    k = np.asarray(k, float)
    H = -(K / 2) * (g1 + 2.5 * g2) * (k @ k) * I4.astype(complex)
    for i in range(3):
        H += K * g2 * k[i]**2 * J2[i] - b * eps[i] * (J2[i] - 1.25 * I4)
        for j in range(i):
            H += K * g3 * k[i] * k[j] * (J[i] @ J[j] + J[j] @ J[i])
    return H


def levels(k, eps):
    return np.linalg.eigvalsh(luttinger(k, eps))


def closed_bands(kx, ky, kz, eps):
    Q = K * g2 / 2 * (kx**2 + ky**2 - 2 * kz**2) - b / 2 * (eps[0] + eps[1] - 2 * eps[2])
    R1 = np.sqrt(3) / 2 * (K * g2 * (kx**2 - ky**2) - b * (eps[0] - eps[1]))
    R2 = np.sqrt(3) * K * g3 * kx * ky
    S2 = 3 * (K * g3 * kz)**2 * (kx**2 + ky**2)
    mean = -K * g1 / 2 * (kx**2 + ky**2 + kz**2)
    root = np.sqrt(Q**2 + R1**2 + R2**2 + S2)
    return mean - root, mean + root


for _ in range(40):
    k = rng.normal(size=3) * 0.1
    e = rng.normal(size=3) * 0.002
    lo, hi = closed_bands(*k, e)
    assert np.allclose(levels(k, e), [lo, lo, hi, hi], atol=1e-8)

tension, compression = biaxial(strain), biaxial(-strain)
delta = -b * (tension[0] - tension[2])
k0 = np.sqrt(delta / (K * abs(g2)))
E_dirac = delta * g1 / (2 * g2)


def lowest(fun, starts):
    """Best local minimum of fun(u), u = k/k0, over the given starts."""
    runs = [minimize(fun, s, method="Nelder-Mead",
                     options=dict(xatol=1e-7, fatol=1e-10, maxiter=3000, maxfev=3000))
            for s in starts]
    return min(runs, key=lambda r: r.fun)


# ---------- tension: band edges by search over all k ----------
starts = rng.uniform(-2, 2, size=(14, 3))
cond = lowest(lambda u: levels(u * k0, tension)[2], starts)
val = lowest(lambda u: -levels(u * k0, tension)[1], starts)
gap_search = cond.fun + val.fun
k_val = np.linalg.norm(val.x) * k0
a, r = g1 / (2 * g2), g3 / g2
c = (1 + 3 * r**2) / 4
theta, phi = np.arccos(1 / (2 * np.sqrt(c))), np.arccos(a / np.sqrt(c))
gap_formula = delta * (1 - np.cos(theta + phi))
x_val = 1 / (2 * c) + np.sqrt((1 - 1 / (4 * c)) / c) / np.tan(phi)
assert abs(cond.fun - delta) < 1e-5 and np.linalg.norm(cond.x) < 1e-2
assert abs(gap_search - gap_formula) < 1e-4 and gap_search > 0
assert abs(k_val / (k0 * np.sqrt(x_val)) - 1) < 1e-3
assert abs(val.x[2]) < 1e-2 and abs(abs(val.x[0]) - abs(val.x[1])) < 1e-2

# ---------- compression: crossing, cone, absence of overlap ----------
def axis_gap(k, eps):
    E = levels([0, 0, k], eps)
    return E[2] - E[1]


cross = minimize_scalar(axis_gap, bounds=(0.2 * k0, 2.5 * k0), args=(compression,),
                        method="bounded", options=dict(xatol=1e-11))
assert cross.fun < 1e-5 and abs(cross.x / k0 - 1) < 1e-6
assert abs(levels([0, 0, cross.x], compression)[1] - E_dirac) < 1e-5
slope_z, slope_perp = 2 * K * abs(g2) * k0, np.sqrt(3) * K * abs(g3) * k0
tilt = K * abs(g1) * k0
q = 1e-3 * k0
Ez = levels([0, 0, k0 + q], compression)
Ex = levels([q, 0, k0], compression)
assert abs((Ez[2] - Ez[1]) / (2 * q) / slope_z - 1) < 2e-3
assert abs((Ex[2] - Ex[1]) / (2 * q) / slope_perp - 1) < 2e-3
assert abs(((Ez[2] + Ez[1]) / 2 - E_dirac) / q / tilt - 1) < 2e-3
assert tilt < slope_z


def octant(kperp_max, kz_max, n):
    """Midpoint grid of one octant; electron density carried by each point."""
    f = (np.arange(n) + 0.5) / n
    kx, ky, kz = np.meshgrid(f * kperp_max, f * kperp_max, f * kz_max, indexing="ij")
    weight = 8 * 2 * kperp_max**2 * kz_max / n**3 / (2 * np.pi)**3
    return kx, ky, kz, weight


kx, ky, kz, weight = octant(0.35, 0.35, 120)
Ev, Ec = closed_bands(kx, ky, kz, compression)
assert Ec.min() > E_dirac - 1e-9 and Ev.max() < E_dirac + 1e-9
doping = 1e17                                           # cm^-3
fermi = np.sort(Ec.ravel())[int(doping * 1e-21 / weight)]
edge = min(Ec[-1].min(), Ec[:, -1].min(), Ec[:, :, -1].min())
assert edge > fermi
kx, ky, kz, weight = octant(0.05, 0.11, 120)
inside = closed_bands(kx, ky, kz, compression)[1] < delta
assert not (inside[-1].any() or inside[:, -1].any() or inside[:, :, -1].any())
merge_density = inside.sum() * weight * 1e21            # cm^-3

# ---------- unequal in-plane strains open the crossing ----------
anisotropy = 1e-4
broken = compression + np.array([anisotropy / 2, -anisotropy / 2, 0])
gap_broken = np.sqrt(3) * abs(b) * anisotropy
search = lowest(lambda u: np.diff(levels(u * k0, broken))[1],
                [[0.1, 0.1, 0.9], [0.2, -0.1, 1.2], [0.8, 0.5, 0.4], [0.05, 0.02, 1.0]])
assert abs(search.fun / gap_broken - 1) < 2e-3

# ---------- eight-band model: nearby s band and split-off band ----------
E_s, E_so, E_P, a_rel = -400.0, 800.0, 24000.0, -7000.0   # meV
P = np.sqrt(E_P * K / 2)
h1, h2, h3 = g1 - E_P / (3 * E_s), g2 - E_P / (6 * E_s), g3 - E_P / (6 * E_s)
L_, M_, N_ = -K / 2 * (h1 + 4 * h2), -K / 2 * (h1 - 2 * h2), -3 * K * h3
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.diag([1, -1]).astype(complex)]
spin_orbit = np.zeros((8, 8), complex)                  # sigma.L on s,x,y,z
for i in range(3):
    Lmat = np.zeros((4, 4), complex)
    j, l = (i + 1) % 3, (i + 2) % 3
    Lmat[j + 1, l + 1], Lmat[l + 1, j + 1] = -1j, 1j
    spin_orbit += np.kron(Lmat, pauli[i])
p_projector = np.kron(np.diag([0, 1, 1, 1]), np.eye(2))


def eight_band(k, eps):
    k = np.asarray(k, float)
    k2 = k @ k
    orb = np.zeros((4, 4), complex)
    orb[0, 0] = E_s + a_rel * np.sum(eps) + K / 2 * k2
    for i in range(3):
        orb[i + 1, i + 1] = L_ * k[i]**2 + M_ * (k2 - k[i]**2) + 3 * b * (eps[i] - np.mean(eps))
        orb[0, i + 1], orb[i + 1, 0] = 1j * P * k[i], -1j * P * k[i]
        for j in range(3):
            if j != i:
                orb[i + 1, j + 1] = N_ * k[i] * k[j]
    H = np.kron(orb, np.eye(2)) + E_so / 3 * (spin_orbit - p_projector)
    return np.linalg.eigvalsh(H)


small = np.array([0.003, 0.002, 0.0035])
ref = levels(small, np.zeros(3))
assert np.max(np.abs(eight_band(small, np.zeros(3))[4:] - ref)) < 5e-3 * np.max(np.abs(ref))


def axis_gap8(k):
    E = eight_band([0, 0, k], compression)
    return E[6] - E[5]


cross8 = minimize_scalar(axis_gap8, bounds=(0.2 * k0, 2.5 * k0), method="bounded",
                         options=dict(xatol=1e-11))
assert cross8.fun < 1e-4
val8 = lowest(lambda u: -eight_band(u * k0, tension)[5], [val.x, [1.0, 0.9, 0.1]])
cond8 = lowest(lambda u: eight_band(u * k0, tension)[6], [[0.1, 0.1, 0.1]])
gap8 = cond8.fun + val8.fun
assert gap8 > 0

# ---------- independent lattice model: sp3 diamond crystal, eV ----------
a_lat = 0.65                                            # nm
site_s, site_p, so_lat = -6.5, 0.0, 0.8
Vss, Vsp, Vpps, Vppp = -1.1, 1.8, 3.1, -0.8
bonds = a_lat / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def lattice_h(k, eps):
    hop = np.zeros((4, 4), complex)
    for d0 in bonds:
        d = d0 * (1 + np.asarray(eps))
        length = np.linalg.norm(d)
        n = d / length
        T = np.zeros((4, 4))
        T[0, 0] = Vss
        T[0, 1:], T[1:, 0] = Vsp * n, -Vsp * n
        T[1:, 1:] = (Vpps - Vppp) * np.outer(n, n) + Vppp * np.eye(3)
        hop += np.exp(1j * np.dot(k, d)) * T * (np.linalg.norm(d0) / length)**2
    site = np.kron(np.diag([site_s, site_p, site_p, site_p]), np.eye(2)) + so_lat / 3 * spin_orbit
    hop = np.kron(hop, np.eye(2))
    return np.block([[site, hop], [hop.conj().T, site]])


def lattice_gap(k, eps):
    E = np.linalg.eigvalsh(lattice_h(k, eps))
    return E[8] - E[7]


def lattice_axis_min(eps):
    return minimize_scalar(lambda k: lattice_gap([0, 0, k], eps), bounds=(0.02, 0.5),
                           method="bounded", options=dict(xatol=1e-10))


rot3 = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
rot_orb = np.eye(4)
rot_orb[1:, 1:] = rot3
rot_spin = np.diag(np.exp([-1j * np.pi / 4, 1j * np.pi / 4]))
rotation = np.kron(rot_orb, rot_spin)
screw = np.kron(np.array([[0, 1], [1, 0]]), rotation)
pure = np.kron(np.eye(2), rotation)
kt = np.array([0.7, -1.1, 1.9])
Hk, Hrot = lattice_h(kt, compression), lattice_h(rot3 @ kt, compression)
screw_error = np.max(np.abs(screw @ Hk @ screw.conj().T - Hrot))
pure_error = np.max(np.abs(pure @ Hk @ pure.conj().T - Hrot))
assert screw_error < 1e-12 and pure_error > 0.01

lat_cross = lattice_axis_min(compression)
assert lat_cross.fun < 1e-6


def upper_doublet(k):
    vec = np.linalg.eigh(lattice_h([0, 0, k], compression))[1][:, 8:10]
    small_screw = vec.conj().T @ screw @ vec
    two = np.linalg.eigvals(vec.conj().T @ screw @ screw @ vec)
    return np.trace(small_screw).real, np.sort(two.imag)


trace_in, two_in = upper_doublet(0.5 * lat_cross.x)
trace_out, two_out = upper_doublet(1.5 * lat_cross.x)
assert abs(trace_in + 2 * np.cos(3 * np.pi / 4)) < 1e-6     # |m| = 3/2 above
assert abs(trace_out + 2 * np.cos(np.pi / 4)) < 1e-6        # |m| = 1/2 above
assert np.allclose(two_in, [-1, 1], atol=1e-6) and np.allclose(two_out, two_in, atol=1e-6)

lat_gamma = lattice_gap(np.zeros(3), tension)
mesh = np.linspace(0, 0.4, 9)
lat_tension = min(lattice_gap([x, y, z], tension) for x in mesh for y in mesh for z in mesh)
assert lat_tension > 0.5 * lat_gamma
b_lat = lat_gamma / (2 * (tension[0] - tension[2]))
lat_broken = lattice_axis_min(broken).fun
lat_broken_rule = np.sqrt(3) * b_lat * anisotropy
# ten per cent: mixing with the s and split-off bands is outside the rule
assert abs(lat_broken / lat_broken_rule - 1) < 0.10

# ---------- output ----------
to_speed = 1e-3 * const.e / const.hbar * 1e-9           # meV nm -> m/s
kT = lambda T: const.k * T / const.e * 1e3
film = 100.0
confinement = K / 2 * abs(g1 + 2 * g2) * (np.pi / film)**2
print(f"Luttinger g1, g2, g3 (rough): {g1:.0f}, {g2:.0f}, {g3:.0f}")
print(f"K = hbar^2/m0: {K:.2f} meV nm^2")
print(f"deformation potential b (rough): {b/1e3:.1f} eV")
print(f"C12/C11 (rough): {stiffness_ratio:.2f}")
print(f"in-plane strain size: {100*strain:.2f} %")
print(f"out-of-plane strain in tension: {100*tension[2]:.3f} %")
print(f"delta: {delta:.3f} meV; Gamma splitting: {2*delta:.3f} meV")
print(f"ratios a, r, c: {a:.4f}, {r:.4f}, {c:.4f}")
print(f"angles theta, phi: {theta:.4f}, {phi:.4f} rad")
print(f"TENSION gap, formula: {gap_formula:.4f} meV")
print(f"TENSION gap, search over k: {gap_search:.4f} meV")
print(f"valence maximum energy: {-val.fun:.4f} meV")
print(f"valence maximum |k| along [110]: {k_val:.4f} 1/nm")
print(f"COMPRESSION k0, formula: {k0:.5f} 1/nm")
print(f"COMPRESSION k0, diagonalization: {cross.x:.5f} 1/nm")
print(f"Dirac energy: {E_dirac:.3f} meV")
print(f"cone speed along z: {slope_z*to_speed:.3e} m/s")
print(f"cone speed in plane: {slope_perp*to_speed:.3e} m/s")
print(f"tilt speed along z: {tilt*to_speed:.3e} m/s")
print(f"in-plane strain anisotropy: {100*anisotropy:.3f} %")
print(f"gap it opens, formula: {gap_broken:.4f} meV")
print(f"gap it opens, search over k: {search.fun:.4f} meV")
print(f"8-band inputs E_s, E_so (rough): {E_s:.0f}, {E_so:.0f} meV")
print(f"8-band inputs E_P, a_rel (rough): {E_P/1e3:.0f}, {a_rel/1e3:.0f} eV")
print(f"8-band k0: {cross8.x:.5f} 1/nm ({100*(cross8.x/k0-1):+.1f} %)")
print(f"8-band tension gap: {gap8:.3f} meV ({100*(gap8/gap_formula-1):+.1f} %)")
print(f"kT at 4.2, 77, 300 K: {kT(4.2):.2f}, {kT(77):.2f}, {kT(300):.2f} meV")
print(f"film thickness pi/k0: {np.pi/k0:.1f} nm")
print(f"light-band confinement, {film:.0f} nm film: {confinement:.2f} meV")
print(f"density where Dirac pockets merge: {merge_density:.2e} cm^-3")
print(f"Fermi level above Dirac point at {doping:.0e} cm^-3: {fermi-E_dirac:.1f} meV")
print(f"lattice s, p levels; spin-orbit: {site_s}, {site_p}; {so_lat} eV")
print(f"lattice Vss, Vsp, Vpps, Vppp: {Vss}, {Vsp}, {Vpps}, {Vppp} eV")
print(f"lattice constant of the model: {a_lat:.2f} nm")
print(f"lattice Gamma splitting in tension: {1e3*lat_gamma:.2f} meV")
print(f"lattice least direct gap near Gamma, tension: {1e3*lat_tension:.2f} meV")
print(f"lattice crossing in compression at k: {lat_cross.x:.4f} 1/nm")
print(f"lattice residual gap there: {1e3*lat_cross.fun:.1e} meV")
print(f"screw trace of upper doublet, inside/outside: {trace_in:+.4f}/{trace_out:+.4f}")
print(f"symmetry error, screw: {screw_error:.1e} eV; pure rotation: {pure_error:.2f} eV")
print(f"lattice gap from anisotropy: {1e3*lat_broken:.4f} meV")
print(f"rule sqrt(3)|b|(exx-eyy), lattice b: {1e3*lat_broken_rule:.4f} meV")
print("all assertions hold")
```

Output:

```
Luttinger g1, g2, g3 (rough): -15, -11, -9
K = hbar^2/m0: 76.20 meV nm^2
deformation potential b (rough): -2.3 eV
C12/C11 (rough): 0.42
in-plane strain size: 0.15 %
out-of-plane strain in tension: -0.126 %
delta: 6.348 meV; Gamma splitting: 12.696 meV
ratios a, r, c: 0.6818, 0.8182, 0.7521
angles theta, phi: 0.9563, 0.6661 rad
TENSION gap, formula: 6.6756 meV
TENSION gap, search over k: 6.6756 meV
valence maximum energy: -0.3276 meV
valence maximum |k| along [110]: 0.1188 1/nm
COMPRESSION k0, formula: 0.08703 1/nm
COMPRESSION k0, diagonalization: 0.08703 1/nm
Dirac energy: 4.328 meV
cone speed along z: 2.216e+05 m/s
cone speed in plane: 1.570e+05 m/s
tilt speed along z: 1.511e+05 m/s
in-plane strain anisotropy: 0.010 %
gap it opens, formula: 0.3984 meV
gap it opens, search over k: 0.3984 meV
8-band inputs E_s, E_so (rough): -400, 800 meV
8-band inputs E_P, a_rel (rough): 24, -7 eV
8-band k0: 0.08622 1/nm (-0.9 %)
8-band tension gap: 6.723 meV (+0.7 %)
kT at 4.2, 77, 300 K: 0.36, 6.64, 25.85 meV
film thickness pi/k0: 36.1 nm
light-band confinement, 100 nm film: 1.39 meV
density where Dirac pockets merge: 1.51e+15 cm^-3
Fermi level above Dirac point at 1e+17 cm^-3: 23.8 meV
lattice s, p levels; spin-orbit: -6.5, 0.0; 0.8 eV
lattice Vss, Vsp, Vpps, Vppp: -1.1, 1.8, 3.1, -0.8 eV
lattice constant of the model: 0.65 nm
lattice Gamma splitting in tension: 19.32 meV
lattice least direct gap near Gamma, tension: 15.55 meV
lattice crossing in compression at k: 0.1394 1/nm
lattice residual gap there: 2.5e-07 meV
screw trace of upper doublet, inside/outside: +1.4142/-1.4142
symmetry error, screw: 8.9e-16 eV; pure rotation: 3.09 eV
lattice gap from anisotropy: 0.5885 meV
rule sqrt(3)|b|(exx-eyy), lattice b: 0.6062 meV
all assertions hold
```
